# Firsov's Electron-Exchange Loss and Its Inverse-Fifth-Power Thomas-Fermi Tail

**Q.** Two neutral atoms pass each other slowly. I am told that they lose energy because they exchange electrons, that the loss is linear in velocity, and that it falls as an inverse fifth power of distance. Where does friction come from at all, if no electron need be knocked out?

**A.** From the momentum that electrons carry across. Let atom 1 move with velocity $\mathbf v$ past atom 2, and place a dividing plane midway between the nuclei, perpendicular to the line joining them. An electron that crosses from 1 to 2 carries, besides its random orbital momentum, the drift momentum $\mathbf v$ of the atom it left. I use Hartree atomic units, so the electron mass is one. Firsov's assumption is that the receiving atom absorbs this drift momentum and that the electron does not return coherently.

Let $J$ be the number of electrons crossing per unit time in one direction. Atom 2 receives momentum at the rate $J\mathbf v$. Electrons going the other way arrive at atom 1 without drift and must be brought up to speed, which pulls atom 1 with the force $-J\mathbf v$. The relative motion therefore loses energy at the rate

$$P=Jv^2 .$$

The energy account agrees. Seen from the atom it enters, an electron arrives with drift energy $v^2/2$. Two streams of $J$ electrons each give $2J\,v^2/2=Jv^2$.

**Q.** That rate is quadratic in $v$, not linear.

**A.** It is a rate per unit time, and the encounter lasts a time proportional to $1/v$. On a straight path at constant speed, with $x=vt$ measured from closest approach and impact parameter $p$,

$$\varepsilon(p)=\int Jv^2\,dt=v\int_{-\infty}^{\infty}J(R)\,dx,\qquad R=\sqrt{p^2+x^2}.$$

The loss is linear in $v$ provided that $J$ does not depend on $v$. This requires the atoms to move slowly compared with the electrons that cross.

**Q.** Then what is $J$? Bound electrons do not stream through a plane like a gas.

**A.** In the Thomas-Fermi picture they do, locally. Each small volume holds a zero-temperature Fermi gas. Let $\phi$ be the electrostatic potential, so that an electron has potential energy $-\phi$. In a neutral Thomas-Fermi atom the highest filled energy is zero, hence $k^2/2=\phi$ and the largest speed is $k=\sqrt{2\phi}$.

Count the states, two spins per $(2\pi)^3$ of phase space. For a given velocity component $u$ normal to the plane, the transverse momenta fill a disc of area $\pi(k^2-u^2)$. The density per unit $u$ is

$$f(u)=\frac{2}{(2\pi)^3}\,\pi(k^2-u^2)=\frac{k^2-u^2}{4\pi^2}.$$

The one-way flux per unit area is then

$$j=\int_0^k u f\,du=\frac{1}{4\pi^2}\left(\frac{k^4}{2}-\frac{k^4}{4}\right)=\frac{k^4}{16\pi^2}=\frac{\phi^2}{4\pi^2}.$$

This equals the kinetic-theory result $n\bar u/4$, with $n=k^3/(3\pi^2)$ and mean speed $\bar u=3k/4$.

**Q.** You computed the flux for atoms at rest. If they approach, more electrons should cross. Is that not a correction of the same order?

**A.** It can be, and the model leaves it out. Split the relative motion into its parts along and normal to the plane.

For tangential motion at speed $w$ the flux is unchanged. The energy gained in the new frame is $\tfrac12[(k_x+w)^2-k_x^2]=k_xw+w^2/2$, the first term averages to zero, and two streams give $jw^2$ per unit area. Firsov's rule is exact here within the drifting-gas picture.

For normal approach at speed $w$, each cloud drifts at $w/2$ towards the plane. Electrons cross at the rate $(u+w/2)f$, and each gains $uw+w^2/2=w(u+w/2)$. Two streams give

$$2w\int_{-w/2}^{k}\left(u+\tfrac w2\right)^2 f\,du
=2w\int_0^k u^2f\,du+2w^2\int_0^k uf\,du+O(w^3).$$

The first term is work against electron pressure. It changes sign when the atoms separate and cancels over the passage. The second is $2jw^2$, twice Firsov's value. So if the clouds drifted rigidly up to the plane, the normal part of the friction would double. If they adjust adiabatically to the approach, this bias need not appear in full. I keep Firsov's rule and give the size of the omission with the example.

**Q.** You still need the potential on the plane, where two atoms overlap.

**A.** That is the closure, a separate assumption. Firsov takes the potential of a single neutral atom of charge $Z=Z_1+Z_2$, evaluated at the distance $r$ from either nucleus to the point on the plane. It is correct for the united atom at $R\to0$. Elsewhere it is an approximation.

Poisson's equation with the density above reads

$$\nabla^2\phi=4\pi n=c\,\phi^{3/2},\qquad c=\frac{8\sqrt2}{3\pi}.$$

Write $\phi=(Z/r)\,\chi(t)$ with $t=r/a$. The left side is $(r\phi)''/r=Z\chi''/(ra^2)$, so

$$\chi''=c\,a^{3/2}Z^{1/2}\,\frac{\chi^{3/2}}{\sqrt t}.$$

Choosing $c\,a^{3/2}Z^{1/2}=1$ gives the universal equation $\chi''=\chi^{3/2}/\sqrt t$, with $\chi(0)=1$ and $\chi(\infty)=0$, and fixes the length

$$a=\left(\frac{9\pi^2}{128\,Z}\right)^{1/3}.$$

**Q.** Now carry out the integrals without hiding the geometry.

**A.** A point on the plane at distance $\rho$ from the axis has $r^2=\rho^2+R^2/4$, so $\rho\,d\rho=r\,dr$. Hence

$$J(R)=2\pi\int_{R/2}^\infty\frac{1}{4\pi^2}\frac{Z^2\chi^2}{r^2}\,r\,dr=\frac{Z^2}{2\pi}\int_{R/2a}^\infty\frac{\chi(t)^2}{t}\,dt .$$

Insert this in the path integral and exchange the order of integration. Put $q=p/(2a)$. A given $t$ contributes while $\sqrt{p^2+x^2}<2at$, that is for $|x|<2a\sqrt{t^2-q^2}$, a path of length $4a\sqrt{t^2-q^2}$. Therefore

$$\boxed{\varepsilon(p)=\frac{2Z^2av}{\pi}\int_q^\infty\chi(t)^2\sqrt{1-\frac{q^2}{t^2}}\;dt}$$

As a test, the density times the mean speed was integrated directly over the plane and then along the path. For $(Z,p)=(20,\,0.7)$, $(148,\,1.9)$ and $(60,\,8.0)$ the result agreed with the single integral to within one part in $10^5$.

Since $a\propto Z^{-1/3}$, the loss is $Z^{5/3}v$ times a function of $Z^{1/3}p$.

**Q.** Does it behave sensibly at small $p$?

**A.** It stays finite. At $p=0$ the root is one, and with $\int_0^\infty\chi^2dt=0.6154$,

$$\varepsilon(0)=\frac{2}{\pi}Z^2av\int_0^\infty\chi^2dt=0.347\,Z^{5/3}v .$$

This is a limit of the formula, not a prediction for a real head-on collision, in which the nuclei repel and the path is not straight.

The integral over all impact parameters is also finite. With $p=2aq$, so that $2\pi p\,dp=8\pi a^2q\,dq$, and with

$$\int_0^t q\sqrt{1-q^2/t^2}\,dq=\frac{t^2}{3},$$

the stopping cross-section is

$$S=\frac{2Z^2av}{\pi}\,\frac{8\pi a^2}{3}\int_0^\infty t^2\chi^2dt
=\frac{16}{3}Z^2a^3v\int_0^\infty t^2\chi^2dt
=\frac{3\pi^2}{8}\,Zv\int_0^\infty t^2\chi^2dt .$$

The last step uses $a^3=9\pi^2/(128Z)$. The integral is $1.849$, hence $S=6.84\,Zv$.

**Q.** And the inverse fifth power? I see no power law in that integral.

**A.** It comes from the outer tail of $\chi$. Try $\chi=144/t^3$. Then $\chi''=1728/t^5$, while $\chi^{3/2}/\sqrt t=144^{3/2}t^{-9/2-1/2}=1728/t^5$. The equation is satisfied, and the potential becomes

$$\phi\to\frac{144\,Za^3}{r^4}=\frac{A}{r^4},\qquad A=\frac{81\pi^2}{8}=99.93 .$$

The nuclear charge has dropped out. Put the tail into $J$:

$$J\to\frac{Z^2}{2\pi}\,144^2\int_{R/2a}^\infty\frac{dt}{t^7}
=\frac{Z^2\,144^2}{12\pi}\left(\frac{2a}{R}\right)^6=\frac{16A^2}{3\pi R^6}.$$

At fixed separation the exchange rate thus falls as a sixth power. Integration along the path removes one power. With $x=p\tan\alpha$,

$$\int_{-\infty}^\infty\frac{dx}{(p^2+x^2)^3}=\frac1{p^5}\int_{-\pi/2}^{\pi/2}\cos^4\alpha\,d\alpha=\frac{3\pi}{8p^5},$$

and so

$$\varepsilon(p)\to\frac{2A^2v}{p^5}=\frac{19972\,v}{p^5}.$$

The fifth power refers to the impact parameter, for a straight path.

**Q.** You used the united-atom potential for two atoms that are far apart. That is where it should be worst. Why trust the power?

**A.** The power survives a better closure, but the coefficient does not. Let $\phi$ now be the self-consistent Thomas-Fermi potential of the two fixed nuclei, and $\phi_1,\phi_2$ those of the separate neutral atoms. Then

$$\max(\phi_1,\phi_2)\le\phi\le\phi_1+\phi_2 .$$

For the upper bound, note that $\phi_1^{3/2}+\phi_2^{3/2}\le(\phi_1+\phi_2)^{3/2}$. Wherever $d=\phi-\phi_1-\phi_2$ is positive,

$$\nabla^2d\ge c\left[\phi^{3/2}-(\phi_1+\phi_2)^{3/2}\right]>0 .$$

The nuclear singularities cancel in $d$, which vanishes at infinity. A positive $d$ would need a positive maximum, and a function with positive Laplacian has none, so $d\le0$. For the lower bound apply the same argument to $\phi_1-\phi$: where it is positive its Laplacian is $c(\phi_1^{3/2}-\phi^{3/2})>0$, and at nucleus 2 it goes to $-\infty$.

At large $R$ both atoms meet the plane with the same tail $A/r^4$. The equation allows the scaling $\phi=R^{-4}G(\mathbf r/R)$, because both of its sides then scale as $R^{-6}$. Hence $\int\phi^2dS\propto R^{-8}R^2=R^{-6}$, and the loss again falls as $p^{-5}$. The bounds on $\phi$ place the coefficient at $2\kappa A^2$ with $1\le\kappa\le4$.

To find $\kappa$, the scaled two-centre equation was solved numerically. Two grids, the second twice as fine, gave $2.849$ and $2.822$; extrapolation for a second-order grid error gives $\kappa\approx2.8$. Firsov's closure corresponds to $\kappa=1$, so its far tail is too small by this factor relative to the self-consistent Thomas-Fermi one.

**Q.** How far out must I go to see the fifth power?

**A.** Very far, because the tail is approached slowly. Write $\chi=144\,g(s)/t^3$ with $s=\ln t$. Since $t^2\chi''=(d^2/ds^2-d/ds)\chi$, and the factor $e^{-3s}$ shifts $d/ds$ to $d/ds-3$, the equation becomes

$$g''-7g'+12g=12g^{3/2}.$$

Set $g=1-\delta$ with small $\delta$. To first order $\delta''-7\delta'-6\delta=0$. A decaying solution $\delta=Fe^{-\lambda s}$ needs $\lambda^2+7\lambda-6=0$, so

$$g\simeq1-F\,t^{-\lambda},\qquad\lambda=\frac{\sqrt{73}-7}{2}=0.772,\qquad F=13.27,$$

where $F$ comes from the full solution with $\chi(0)=1$. The large $F$ and small $\lambda$ delay the limit. The relative correction to $\varepsilon$ is also proportional to $p^{-\lambda}$, so the local power $-d\ln\varepsilon/d\ln p$ approaches 5 from below, with a deficit that shrinks by $10^{0.772}=5.9$ per decade of distance.

**Q.** Give me a case with numbers, in units I would use on a process line.

**A.** Take a tungsten ion of 200 keV in a tungsten contact film, passing an atom at $p=0.10$ nm. The model treats the moving ion as a neutral atom, so its charge state is ignored. Here $Z=148$ and $a=0.1674$ bohr. The energy is $200000/27.211=7350$ hartree and the mass is $183.84\times1822.9=3.351\times10^5$ electron masses, so

$$v=\sqrt{\frac{2\times7350}{3.351\times10^5}}=0.2094,\qquad q=\frac{1.8897}{2\times0.1674}=5.64 .$$

The prefactor $2Z^2av/\pi$ is $489$ hartree and the integral is $0.00583$, which gives

$$\varepsilon=2.85\ \text{hartree}=77.5\ \text{eV}.$$

The pure fifth-power law would give 4723 eV, about 61 times more. At fixed speed the local power is:

| $p$ (nm) | 0.05 | 0.10 | 0.20 | 0.30 | 1 | 10 | 100 |
|---|---|---|---|---|---|---|---|
| power | 1.97 | 2.64 | 3.29 | 3.62 | 4.35 | 4.88 | 4.98 |

From 10 to 100 nm the deficit falls from 0.123 to 0.021, a factor of 5.8, already close to the limiting 5.9.

**Q.** Atoms do not interact by electron exchange at 10 nm. Is the fifth power then physical?

**A.** Not for this pair. The potential at the centre of the plane drops to 8 eV, a rough binding energy for an outer electron of tungsten, at $p=0.34$ nm with Firsov's closure, where the local power is 3.7; the bounds on $\phi$ put the self-consistent distance between 0.32 and 0.40 nm. Beyond about that distance the local Fermi gas loses its meaning, since the density of a real atom falls exponentially. The fifth power is a property of the Thomas-Fermi tail, and here it sets in outside the model's own range.

**Q.** Yet Firsov's working formula contains a fifth power at ordinary distances.

**A.** That formula is an interpolation,

$$\varepsilon_{\rm fit}=\frac{0.35\,Z^{5/3}v}{\left(1+0.16\,Z^{1/3}p\right)^5}.$$

For $Z^{1/3}p$ between 0.02 and 10 it deviates from the integral by $-10$ to $+28$ per cent of the integral. In the example $Z^{1/3}p=10.0$ and it gives 69.6 eV. With $y=0.16\,Z^{1/3}p=1.6$ its local power is $5y/(1+y)=3.1$, so it too is far from its limit. Its limiting coefficient, $0.35/0.16^5=3338$, is six times smaller than $2A^2$. The fit should not be used to read off the tail.

**Q.** Which of your approximations matters most for the 77.5 eV?

**A.** The treatment of the electrons matters more than that of the path.

- *Closure.* The bounds on $\phi$ hold at any separation. For two tungsten atoms on the straight path they confine the loss with the self-consistent potential to between 43.8 and 175 eV. The factor 2.8 belongs to the far tail and may not be applied here.
- *Flux bias.* Rigidly drifting clouds would add 26 per cent. In the far tail the addition would be one sixth, the weight of $x^2/R^2$ in the integral of $R^{-6}$.
- *Repeated crossings.* Since $\varepsilon=v^2\int J\,dt$, the number crossing each way is $2.85/0.2094^2=65$, close to the 74 electrons of each atom. The fastest electrons at the centre of the plane have speed 4.53, some 22 times the ion speed, so many can cross more than once. One that returns with its drift unspent makes no net transfer. This would lower the loss by an amount not determined here.
- *Path.* I took the repulsion as $Z_1Z_2\chi(R/a_F)/R$, with Firsov's screening length $a_F=0.8853/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}$. The deflection is $1.1^\circ$ in the centre-of-mass frame, and the loss falls by 2 per cent relative to the straight path. The elastic recoil takes a further 18 eV. These three numbers depend on the repulsion assumed: the Ziegler-Biersack-Littmark universal potential, which is weaker at this distance, gives $0.63^\circ$, 1 per cent and 6 eV.
- *Slow and fast electrons.* At closest approach, electrons from regions where the local Fermi speed is below $v$ supply 0.016 per cent of the flux. Counting also the electrons slower than $v$ in the denser regions, the share is still only 0.06 per cent. The relativistic parameter $(k/c)^2$ is 0.1 per cent.

**Q.** So is the loss at least linear in velocity?

**A.** On a straight path, yes, and then it varies as the square root of the ion energy. At fixed $p=0.10$ nm the ratio of curved-path to straight-path loss is 0.923 at 50 keV, 0.980 at 200 keV and 0.995 at 800 keV with the Thomas-Fermi repulsion (0.961, 0.990 and 0.997 with the universal potential). The true path therefore makes the loss rise slightly faster than linearly, and linearity improves with energy. It must fail at the other end, when $v$ becomes comparable with the Fermi speed on the plane.

**Q.** What would this mean for an actual film?

**A.** The cross-section is $S=6.843\times148\times0.2094=212$ atomic units, or 16.2 eV nm². With a rough density of 19.3 g/cm³ there are 63.2 atoms per nm³, and the electronic stopping power comes to about 1020 eV/nm. This is not the total stopping: for so slow and heavy an ion, elastic collisions with the atoms take roughly 8 to 9 keV/nm, and they largely set the range. Tungsten is far heavier than the dopants boron, phosphorus and arsenic, so none of these numbers should be carried over to them. The real film breaks the assumption of isolated atoms: half the neighbour distance is 0.137 nm, and 16.5 per cent of $S$ comes from larger impact parameters. Cutting the integral there lowers the estimate to about 850 eV/nm. The close collisions inside $S$ also use the straight path where it is least justified; with curved paths the 1020 eV/nm would fall to about 790 eV/nm, and to about 620 eV/nm with the same cut. Repeated crossings matter most there too: at $p=0.05$ nm the formula implies about 320 crossings each way, far more than the 74 electrons of an atom, and the count exceeds 74 for all $p$ below 0.095 nm, which supply about three quarters of the straight-path $S$. The assumption that each crossing delivers its full drift is therefore doubtful for most of $S$. In a crystal channel the ion avoids close encounters, and the loss then depends on the outer electrons, which the Thomas-Fermi tail describes worst. I would take several hundred eV/nm as the model's order of magnitude for the electronic loss of randomly directed ions, and would not extrapolate $p^{-5}$ into a channel. The remaining values are in the numerical output.

## Table of computed values

```
TF slope chi'(0) = -1.58807
TF tail: lambda = 0.7720, F = 13.271
integral chi^2 = 0.6154; integral t^2 chi^2 = 1.8490
head-on loss/(Z^(5/3) v) = 0.3469 a.u.
cross-section/(Z v) = 6.843 a.u.
A = 99.930 a.u.; tail coefficient 2A^2 = 19972 a.u.
tail coefficient of Firsov fit = 3338 a.u.
fit/integral - 1, Z^(1/3)p = 0.02..10 a.u.: -10.2 to 28.1 %
normal/tangential drag, rigid drifting clouds = 2.000
two-centre kappa: grids 2.8493, 2.8220; extrapolated 2.813
two-centre/one-atom potential at midpoint = 1.721
Example: W on W, Z = 148, E = 200 keV, p = 0.10 nm
ion mass = 183.84 u; rough density = 19.3 g/cm3
speed v = 0.2094 a.u.; p = 1.8897 a.u.
TF length a = 0.1674 a.u.; q = 5.645
midplane potential = 279.0 eV
midplane Fermi speed = 4.528 a.u.; v/k = 0.0463
inelastic loss = 2.8486 hartree = 77.5 eV
Firsov fit = 69.6 eV
pure p^-5 tail at this p = 4723 eV
p = 0.05 nm: loss = 3.831e+02 eV, local power = 1.972
p = 0.10 nm: loss = 7.752e+01 eV, local power = 2.643
p = 0.15 nm: loss = 2.453e+01 eV, local power = 3.030
p = 0.20 nm: loss = 9.881e+00 eV, local power = 3.289
p = 0.30 nm: loss = 2.429e+00 eV, local power = 3.624
p = 1.00 nm: loss = 1.918e-02 eV, local power = 4.350
p = 10.00 nm: loss = 4.020e-07 eV, local power = 4.877
p = 100.00 nm: loss = 4.595e-12 eV, local power = 4.979
stopping cross-section = 16.16 eV nm2
atom density = 63.2 /nm3; stopping = 1022 eV/nm
Neglected effects:
closest approach = 0.1005 nm; c.m. angle = 1.10 deg
curved/straight loss at 50 keV = 0.9228
curved/straight loss at 200 keV = 0.9795
curved/straight loss at 800 keV = 0.9948
elastic recoil energy = 18.4 eV
flux bias would add = 25.8 %
flux from electrons slower than ion = 0.016 %
closure bounds = 43.8 to 175.2 eV
crossings each way = 64.9 electrons
relativity (k/c)^2 = 0.109 %
half neighbour distance = 0.1369 nm; cross-section beyond it = 16.5 %
midplane potential = 8 eV (rough binding) at p = 0.339 nm; local power there = 3.717
```
